# Coherence depth of reflected bulk second-harmonic generation in silicon at 800 nm

Silicon absorbs 400 nm light over about 80 nm. Suppose this length is used to estimate the bulk second-harmonic light that a wafer sends back when pumped at 800 nm, with all the silicon in that layer taken to radiate in step. The amplitude then comes out more than ten times too large, and the signal, which goes as its square, more than a hundred times too large. If the bulk and interface contributions are in fact of similar size, a bulk contribution judged in this way would wrongly seem to swamp the other. The missing ingredient is phase: sheets at different depths radiate out of step, and the length that measures this is about 7 nm.

That length is easily misread in turn. It is the thickness of an imagined in-phase layer that radiates as strongly as the whole wafer. It is not a depth below which silicon goes unseen.

## The estimate on the back of an envelope

Let $\lambda=800$ nm be the pump wavelength in vacuum, and let $n_1$ and $n_2$ be the refractive indices at 800 and 400 nm. Compare a source sheet at the surface with one at depth $z$, at normal incidence.

The pump reaches the deeper sheet with extra phase $2\pi n_1z/\lambda$. The source is quadratic in the pump field, so this phase is doubled. The harmonic, of vacuum wavelength $\lambda/2$, must then travel back and gains $2\pi n_2z/(\lambda/2)$. Both are delays, so they add:

$$\text{phase}=\frac{4\pi n_1z}{\lambda}+\frac{4\pi n_2z}{\lambda}=\frac{4\pi(n_1+n_2)}{\lambda}\,z .$$

The depth at which this reaches one radian, with rough indices 3.7 and 5.6, is

$$L_c\approx\frac{\lambda}{4\pi(n_1+n_2)}=\frac{800\ \text{nm}}{4\pi\times9.3}\approx6.8\ \text{nm}.$$

Why one radian, and not the half-turn at which sheets cancel? What does absorption do? The full sum over sheets answers both questions.

## Conventions and the bulk source

Fields vary as $e^{-i\omega t}$, $z$ points into the silicon, and $\theta$ is the angle of incidence in air. The pump is an undepleted plane wave, the silicon is uniform and thick, and no wave returns from its back face. The indices are complex, with positive imaginary parts describing absorption.

The component of the wavevector along the surface is conserved. In the silicon the normal components, in units of the vacuum wavenumber at each frequency, are therefore

$$N_j=\sqrt{n_j^2-\sin^2\theta},\qquad j=1,2 .$$

A uniform bulk dipole source would have the form $P_i=\chi_{ijk}E_jE_k$. Inversion reverses $P$ and $E$ but leaves the product $EE$ and the silicon crystal unchanged. Hence $\chi_{ijk}=-\chi_{ijk}=0$. The leading bulk source contains one gradient:

$$P_i=\chi_{ijkl}E_j\partial_kE_l .$$

Reflections of the cubic axes require the four indices to occur in equal pairs, and permutations of the axes make equivalent elements equal. What remains is

$$P_i=a\,E_i\nabla\!\cdot\!\mathbf E+\tfrac b2\,\partial_i(\mathbf E\cdot\mathbf E)+d\,(\mathbf E\cdot\nabla)E_i+\zeta\,E_i\partial_iE_i,$$

with no sum over $i$ in the last term. For one transverse plane wave, $\mathbf k\cdot\mathbf E=0$ removes the first and third terms. The second points along $\mathbf k$. The last equals $i\zeta k_iE_i^2$.

At normal incidence on Si(001), $k_x=k_y=0$ and $E_z=0$, so the last term vanishes too. The second lies along $z$ and cannot radiate along $z$. The bulk source is then silent at this order, and a useful example needs oblique incidence.

Take a p-polarised pump, with its field in the plane of incidence, and detect s-polarised harmonic light, with its field perpendicular to that plane. Let $\phi$ be the azimuth of the plane from a cubic axis, and let $\sin\theta_1=\sin\theta/n_1$ and $\cos\theta_1=N_1/n_1$. The second source term points along $\mathbf k$, which lies in the plane of incidence, so it has no s component and is left out below. With $k_1=\omega n_1/c$ and internal pump amplitude $E_0$, the last term gives

$$P_x=i\zeta k_1E_0^2\sin\theta_1\cos^2\theta_1\cos^3\phi,$$

and $P_y$ has $\sin^3\phi$ in place of $\cos^3\phi$. The s component is $P_s=-P_x\sin\phi+P_y\cos\phi$. Since

$$-\sin\phi\cos^3\phi+\cos\phi\sin^3\phi=-\sin\phi\cos\phi\,(\cos^2\phi-\sin^2\phi)=-\tfrac14\sin4\phi,$$

it follows that

$$P_s=-\frac{i\zeta k_1E_0^2}{4}\sin\theta_1\cos^2\theta_1\sin4\phi .$$

An ideal interface with fourfold symmetry does not contribute here. Its mirror planes require the indices $x$ and $y$ to occur in pairs, and a quarter-turn makes the coefficients for $x$ and $y$ equal, so its tangential dipole is proportional to $E_z\mathbf E_\parallel$. That vector lies in the plane of incidence and has no s component. This geometry therefore isolates the bulk term within the model.

## Radiation from one sheet

Define $q_0=2\omega/c=4\pi/\lambda$, the vacuum wavenumber of the harmonic. Squaring the pump's depth factor $e^{i(\omega/c)N_1z}$ gives

$$P_s(z)=P_0e^{iq_0N_1z}.$$

For s polarisation the harmonic field inside obeys

$$E''+K^2E=-\frac{q_0^2}{\varepsilon_0}P_s,\qquad K=q_0N_2,$$

where $\mu_0(2\omega)^2=q_0^2/\varepsilon_0$ has been used. A sheet of thickness $dz'$ at $z'$ radiates $A\,e^{iK|z-z'|}$. The slope of this field jumps by $2iKA$ across the sheet, and the equation requires the jump to equal $-q_0^2P_s(z')dz'/\varepsilon_0$. Therefore

$$A=\frac{iq_0^2}{2K\varepsilon_0}P_s(z')\,dz' .$$

On the way back to the surface the field gains the factor $e^{iKz'}$.

At the surface, let a wave of amplitude $A_s$ arrive from inside, let $B$ be reflected back into the silicon and let $T$ leave into air. Continuity of the field and of its slope gives

$$A_s+B=T,\qquad N_2(A_s-B)=T\cos\theta .$$

Multiplying the first equation by $N_2$ and adding the second eliminates $B$:

$$T=\frac{2N_2}{N_2+\cos\theta}\,A_s .$$

The reflected part $B$ travels into the wafer and does not return.

## Sum over depth

Let the source extend from the surface to depth $L$, with silicon of the same linear index continuing below. The total emitted field is

$$E_R=\frac{2N_2}{N_2+\cos\theta}\;\frac{iq_0^2P_0}{2q_0N_2\varepsilon_0}\int_0^Le^{iqz}dz,\qquad q=q_0(N_1+N_2).$$

The integral is $(e^{iqL}-1)/(iq)$. Cancelling $2N_2$ and one $q_0$, and then inserting $q$, gives

$$E_R=-\frac{P_0}{\varepsilon_0}\,\frac{1-e^{iqL}}{(N_2+\cos\theta)(N_1+N_2)} .$$

For a thick wafer absorption makes $e^{iqL}$ vanish, and the depth integral becomes $i/q$. A surface layer of thickness $d$ radiating wholly in phase would give the integral $d$. The two have equal magnitude when

$$\boxed{L_c=\frac1{|q|}=\frac{\lambda}{4\pi|N_1+N_2|}}$$

This is why one radian is the natural measure for a thick wafer. The half-turn length $\pi/\mathrm{Re}\,q$ is another possible convention. It describes where the signal from a growing source layer first peaks, and it is about three times longer.

## Numbers for Si(001) at 45°

Take $n_1=3.7+0.006i$ and $n_2=5.6+0.4i$, rough room-temperature values. Then $N_1=3.632+0.0061i$, $N_2=5.555+0.4032i$ and $q_0=0.01571\ \text{nm}^{-1}$, so that

$$q=0.01571\,(9.187+0.409i)\ \text{nm}^{-1}=(0.1443+0.0064i)\ \text{nm}^{-1}.$$

Hence $L_c=6.9$ nm. The same formula at normal incidence gives 6.8 nm, in agreement with the first estimate.

The harmonic intensity falls as $\exp[-2(2\pi/\lambda_2)\kappa_2z]$, with $\lambda_2=\lambda/2$ and $\kappa_2=\mathrm{Im}\,n_2$. Its absorption depth for travel along the normal is

$$\frac{\lambda}{8\pi\kappa_2}=\frac{800\ \text{nm}}{8\pi\times0.4}\approx80\ \text{nm},$$

or 11.5 times $L_c$. The pump penetrates much further, about 11 µm. Published values of $\kappa_2$ at 400 nm range from about 0.30 to 0.39. With 0.30 the absorption depth becomes 106 nm, or 15 times $L_c$; below, the settling length grows from 156 to about 206 nm and the signals 0.06 and 0.80 become about 0.04 and 0.71. $L_c$ stays at 6.9 nm.

Absorption barely affects $L_c$. Writing $q=\beta+i\alpha$,

$$|q|=\beta\sqrt{1+\alpha^2/\beta^2}\approx\beta\left(1+\frac{\alpha^2}{2\beta^2}\right),$$

and the correction is about 0.1%. In the opposite limit, $\alpha\gg\beta$, the coherence depth would become $1/\alpha$ and absorption would control it. Silicon at these wavelengths is far from that limit.

The direction of emission matters more. For harmonic light travelling forward the phases subtract, and the corresponding length $1/|q_0(N_2-N_1)|$ is 32 nm.

As a test of the sheet sum, the driven wave equation was solved by finite differences with outgoing waves at both ends. For a source 3000 nm thick it gave $|E_R|=0.01733\,|P_0|/\varepsilon_0$, the same as the formula to the digits shown.

## Why 7 nm is not a viewing depth

Relative to a thick wafer, a source that stops sharply at $L$ gives the signal

$$S(L)=|1-e^{iqL}|^2=1+e^{-2\alpha L}-2e^{-\alpha L}\cos\beta L .$$

The finite-difference solution gives these values:

- $L=6.9$ nm: 0.88
- $L=21.8$ nm: 3.5
- $L=43.5$ nm: 0.06
- $L=100$ nm: 1.6
- $L=300$ nm: 0.80

The signal rises well above its thick-wafer value, nearly vanishes after a full turn of phase, and settles only as $e^{-\alpha L}$ dies out. The settling length is $1/\alpha=156$ nm.

The first maximum lies slightly before the half-turn. Setting $dS/dL=0$ and dividing by $2e^{-\alpha L}$ gives

$$\beta\sin\beta L+\alpha\cos\beta L=\alpha e^{-\alpha L}.$$

With $\beta L=\pi+\delta$ and small $\delta$, the left side is about $-\beta\delta-\alpha$, so

$$\delta\approx-\frac{\alpha}{\beta}\left(1+e^{-\alpha L}\right)\approx-0.083 .$$

This moves the peak by $\delta/\beta\approx-0.6$ nm, from 21.8 to 21.2 nm, where the numerical sum also places it.

A second comparison makes the point directly. The silicon below depth $L$ contributes the integral

$$\int_L^\infty e^{iqz}dz=\frac iq\,e^{iqL}.$$

For $L=L_c$ its magnitude is $e^{-0.0064\times6.9}\approx0.96$ of that of the whole wafer. Removing the sources in the top 7 nm would leave the amplitude almost unchanged, though its phase would shift. The short coherence depth limits the strength of the sum; it does not assign the signal to the top 7 nm.

## Smooth sources and a depletion layer

The surface does acquire a special role when the source fades smoothly with depth. Let its profile be $f(z)$, vanishing far inside. Integration by parts gives

$$\int_0^\infty f\,e^{iqz}dz=\left[\frac{f e^{iqz}}{iq}\right]_0^\infty-\frac1{iq}\int_0^\infty f'e^{iqz}dz=\frac iq\left[f(0)+\int_0^\infty f'e^{iqz}dz\right].$$

The first term reads the source at the surface. Integrating by parts once more shows that the second is at most $L_c$ times the sum of $|f'(0)|$ and the total variation of $f'$ with depth. It is therefore small beside the first if this product is much less than $|f(0)|$. A gentle overall slope is not enough: even a weak ripple with a period near $2\pi/\mathrm{Re}\,q\approx44$ nm can matter, because its contributions add in phase.

For example, let the source be uniform down to a lower edge at depth $L$, smoothed over a width $s\ll L$, so that

$$f'(z)=-\frac{1}{s\sqrt{2\pi}}\,e^{-(z-L)^2/2s^2}.$$

Put $u=z-L$ and complete the square:

$$-\frac{u^2}{2s^2}+iqu=-\frac{(u-iqs^2)^2}{2s^2}-\frac{q^2s^2}{2}.$$

The remaining Gaussian integrates to one, and the edge contributes $-e^{iqL-q^2s^2/2}$ to the bracket. At $L=100$ nm its magnitude is 0.52 for $s=1$ nm and 0.19 for $s=10$ nm. For $s=20$ nm at $L=200$ nm it is 0.004. In this last case the edge is also deeper: absorption alone supplies a factor of about 0.28, and smoothing the remaining 0.016.

A practical smooth source is the static field in a depletion layer, which permits harmonic generation in proportion to the local field. An ideal field along $z$ has the same fourfold symmetry as the interface, so it gives no s output here. The following case concerns p-polarised output. Factors of direction and transmission do not depend on depth and cancel when source profiles are compared.

For uniform n-type doping $N_d$, and with the mobile carriers taken as wholly absent down to a sharp edge, Poisson's equation gives a field that falls linearly to zero at depth $W$. Its surface value is $F_0=eN_dW/\varepsilon$, and the band bending, expressed as a voltage, is $V=F_0W/2$. Eliminating $F_0$,

$$W=\sqrt{\frac{2\varepsilon V}{eN_d}} .$$

With $N_d=10^{17}\ \text{cm}^{-3}$, $V=0.8$ V and a rough relative permittivity of 11.7, $W=102$ nm and $F_0=2V/W=0.157$ MV/cm. This bending is close to the limit of the model: at room temperature strong inversion begins near 0.83 V for this doping. Beyond that, holes gathered at the surface add a thin region of strong field that the linear profile leaves out.

Here $f=1-z/W$ and $f'=-1/W$ inside the layer, so the bracket becomes

$$1-\frac{e^{iqW}-1}{iqW}.$$

Its magnitude is 0.97. The magnitude of the amplitude is thus within a few per cent of that from a thick source held at the surface field, although the actual field reaches zero at 102 nm. The 3% itself is not a property of a real layer. It comes mostly from the sharp kink at $W$, and it swings between about 4% above and 4% below as $V$ runs from 0.5 to 0.8 V. Mobile electrons smooth that edge over the Debye length, 13 nm here, and a Poisson–Boltzmann profile gives 0.99 at 0.8 V and stays within 1% of one over the same range. At 0.9 V, with the inversion layer formed, it gives 0.85. For this profile, field-induced harmonic light mainly measures the surface field. It ceases to do so as $W$ shrinks towards $L_c$ at heavier doping. For the same bending the magnitude is 1.19 at $10^{18}\ \text{cm}^{-3}$ ($W=32$ nm) and 0.68 at $10^{19}\ \text{cm}^{-3}$ ($W=10$ nm). $W$ equals $L_c$ only near $2\times10^{19}\ \text{cm}^{-3}$, where the surface field exceeds 2 MV/cm and degeneracy and tunnelling lie outside this model. Carriers created by the pump can have a similar effect if they persist between pulses: the minority carriers among them gather at the surface, so even a density well below the doping can screen the field over a much shorter distance. The linear profile used here then no longer applies.

## Comparison with a real wafer

The example resembles a Si(001) wafer probed with 100 fs pulses centred at 800 nm. The indices and doping are ordinary values but rough ones; the band bending is an assumed value just below the onset of strong inversion. Each of the following changes is relative to the 45° value of $L_c$, with the other inputs held fixed:

- Raising both indices by 0.05 shortens it by 1.1%.
- A Gaussian pulse with no excess bandwidth has a spectrum 9.4 nm wide at half maximum. A red shift of the pump by half that width lengthens $L_c$ by 1.4%, for rough index slopes of −0.001 and −0.03 per nm at pump and harmonic.
- Heating by 100 K shortens it by about 1.3%, if the harmonic index follows a rigid spectral shift of 0.3 meV/K and the pump index is held fixed. Letting the pump index rise as well, by 0.015 to 0.03, makes it 1.4 to 1.6%.
- A photocarrier density of $10^{19}\ \text{cm}^{-3}$ lengthens it by less than 0.1%, in a free-carrier model with an optical mass of 0.15 electron masses.

The plane-wave sum also assumes that light from different depths overlaps in time. Over the 156 nm settling length the accumulated delay is about 12 fs, short compared with the pulse. A uniform transparent oxide on top changes the pump entering and the harmonic leaving, but not the integral over silicon depth. A single atomically flat Si(001) terrace has only twofold symmetry; the fourfold symmetry assumed here is an average over equal areas of terraces turned by 90° from one another. An unequal mix of terraces, or a miscut, can admit interface light into the s-polarised signal; that contribution is not sized here.

A device can also depart strongly from the assumption of a thick, uniform wafer. In a silicon film on oxide the source ends sharply, and the values of $S(L)$ above show changes from 0.06 to 3.5 times the thick-wafer signal from that cause alone. Pump and harmonic waves reflected at the buried oxide add further terms that those values omit, so such a film needs a full multilayer calculation. For a thick wafer the effects sized here move $L_c$ by less than two per cent each, and "roughly 7 nm" is the precision the estimate deserves. The numerical output gives the remaining inputs and intermediate values.

## Table of computed values

```
pump wavelength: 800 nm; harmonic: 400 nm
rough pump index: 3.7 + 0.006 i
rough harmonic index: 5.6 + 0.4 i
incidence angle in air: 45 deg
N1: 3.632 + 0.0061 i
N2: 5.555 + 0.4032 i
q0 = 4 pi/lambda: 0.01571 1/nm
q: 0.1443 + 0.00643 i 1/nm
coherence depth 1/|q| at 45 deg: 6.92 nm
coherence depth 1/|q| at normal incidence: 6.84 nm
1/Re(q), absorption left out of q: 6.93 nm
alternative coherence length pi/Re(q): 21.77 nm
numerical first signal maximum: 21.19 nm
forward 1/|q0(N2-N1)|: 32.4 nm
harmonic intensity absorption depth: 79.6 nm
absorption depth / coherence depth: 11.5
pump intensity absorption depth: 10.6 um
oscillation settling depth 1/Im(q): 156 nm
thick-wafer |E_R|/(P0/epsilon0), solved: 0.01733
thick-wafer |E_R|/(P0/epsilon0), formula: 0.01733
source to 6.92 nm: signal/thick = 0.880
source to 21.77 nm: signal/thick = 3.495
source to 43.54 nm: signal/thick = 0.060
source to 100.00 nm: signal/thick = 1.581
source to 300.00 nm: signal/thick = 0.797
edge width 1 nm at 100 nm: relative amplitude 0.52030
edge width 10 nm at 100 nm: relative amplitude 0.18596
edge width 20 nm at 200 nm: relative amplitude 0.00433
doping: 1e+17 cm^-3; band bending: 0.8 V
rough static relative permittivity: 11.7
depletion width: 101.7 nm
surface field: 0.157 MV/cm
depletion/uniform source amplitude: 0.970
index rounding +0.05 each: depth change -1.09 %
rough index slopes: -0.001, -0.03 1/nm
pulse duration: 100 fs; bandwidth: 9.4 nm
half-bandwidth red shift: depth change 1.43 %
delay over settling depth: 11.5 fs
heating: 100 K; rough shift: 0.3 meV/K
heating harmonic-index change: 0.116
heating depth change: -1.26 %
photocarriers: 1e+19 cm^-3
rough optical mass: 0.15 electron masses
photocarrier depth change: 0.067 %
```
